# Why One-Sided Dielectrics Permit Zero-Bias Electroresistance in Ferroelectric Tunnel Junctions: a program that tests the result

```python
"""Zero-bias electroresistance of a ferroelectric tunnel junction.

Result under test: identical electrodes and interfaces give equal linear
conductance for both polarisation states. A dielectric on the left breaks
the mirror relation, and to first order
 ln[G(-P)/G(+P)] = 2 sqrt(2m/phi)/hbar * [t*u_d/2 + d*(u_m + u_d/2)].
P > 0 points right, away from the dielectric; t, d are the ferroelectric and
dielectric thicknesses; phi is the barrier height above the Fermi level;
u_m, u_d are the electron-energy steps in one metal and in the dielectric.
Lengths are in nm, energies in eV, polarisations in C/m^2.
Coherent transport, linear metal screening and a single domain are assumed.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

# Round model inputs
T_FE = 2.4          # ferroelectric thickness
D_DI = 0.4          # dielectric thickness
EPS_B = 10.0        # ferroelectric background permittivity
EPS_D = 30.0        # dielectric permittivity
LAM = 0.06          # metal screening length
EPS_M = 10.0        # metal background permittivity
PHI = 0.6           # barrier height above Fermi level
E_F = 3.0           # Fermi energy above metal band bottom
P_FREE = 0.23       # polarisation without depolarising field
CHI = 30.0          # switching-mode susceptibility at P_FREE
TEMP = 300.0        # temperature of use, K
BIAS = 0.1          # finite test bias, V
PAD = 0.6           # metal length kept on each side

C = 2 * const.m_e * const.e / const.hbar**2 * 1e-18   # 1/(eV nm^2)
G0 = const.e**2 / const.h                             # S
TO_FIELD = 1e-9 / const.epsilon_0                     # C/m^2 -> V/nm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(48)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def series_length(d, lam=LAM, eps_d=EPS_D):
    return 2 * lam / EPS_M + d / eps_d


def depolarising_factor(d):
    s = series_length(d)
    return s / (T_FE + EPS_B * s)


def retained_polarisation(d):
    return P_FREE * np.sqrt(max(0.0, 1 - 2 * CHI * depolarising_factor(d)))


def displacement_field(pol, d, bias=0.0, lam=LAM, eps_d=EPS_D):
    """D/epsilon_0 in V/nm."""
    s = series_length(d, lam, eps_d)
    return (pol * TO_FIELD * T_FE / EPS_B - bias) / (s + T_FE / EPS_B)


def junction(pol, left=0.0, right=0.0, bias=0.0, lam=LAM, eps_d=EPS_D,
             offset=0.0, mass=1.0, step=0.01):
    """Sliced potential, masses, step, right band bottom, base, positions."""
    length = left + T_FE + right
    count = int(round((length + 2 * PAD) / step))
    x = -PAD + step * (np.arange(count) + 0.5)
    field = displacement_field(pol, left + right, bias, lam, eps_d)
    fe_field = (field - pol * TO_FIELD) / EPS_B
    u_metal = field * lam / EPS_M
    inside = (u_metal + field / eps_d * np.clip(x, 0, left)
              + fe_field * np.clip(x - left, 0, T_FE)
              + field / eps_d * np.clip(x - left - T_FE, 0, right))
    in_left = u_metal * np.exp(np.minimum(x, 0) / lam)
    in_right = -bias - u_metal * np.exp(-np.maximum(x - length, 0) / lam)
    shift = np.where(x < 0, in_left, np.where(x > length, in_right, inside))
    barrier = (x > 0) & (x < length)
    dielectric = barrier & ((x < left) | (x > left + T_FE))
    base = np.where(barrier, PHI, -E_F) + offset * dielectric
    masses = np.where(barrier, mass, 1.0)
    return base + shift, masses, step, -E_F - bias, base, x


def transmission(system, energy, k_par):
    """Propagate the outgoing wave from the right lead to the left lead."""
    potential, masses, step, right_bottom = system[:4]
    k_left = np.sqrt(C * (energy + E_F) - k_par**2)
    k_right = np.sqrt(C * (energy - right_bottom) - k_par**2)
    psi = np.ones_like(k_right, dtype=complex)
    flux = 1j * k_right
    for u, m in zip(potential[::-1], masses[::-1]):
        q = np.sqrt(C * m * (energy - u) - k_par**2 + 0j)
        c, s = np.cos(q * step), np.sin(q * step) / q
        psi, flux = c * psi - m * s * flux, q * q * s / m * psi + c * flux
    return 4 * k_right / k_left / np.abs(psi + flux / (1j * k_left))**2


def modes(system, energy=0.0):
    """Transmitted channels per nm^2, both spins, at each energy."""
    energy = np.atleast_1d(energy)[:, None]
    k_max = np.sqrt(C * np.minimum(energy + E_F, energy - system[3]))
    k = k_max * NODES
    t = transmission(system, energy, k)
    return np.sum(WEIGHTS * k_max * k * t, axis=1) / np.pi


def ratio(pol, left=0.0, right=0.0, **options):
    low = modes(junction(-pol, left, right, **options))[0]
    high = modes(junction(pol, left, right, **options))[0]
    return low / high


def energy_steps(pol, d):
    field = displacement_field(pol, d)
    return field * LAM / EPS_M, field * d / EPS_D


def first_order_log(pol, d):
    u_m, u_d = energy_steps(pol, d)
    return 2 * np.sqrt(C / PHI) * (T_FE * u_d / 2 + d * (u_m + u_d / 2))


def current(pol, bias):
    """Current density in A/m^2 for the junction without a dielectric."""
    energies = -bias * (1 - NODES[::-1])
    channel = modes(junction(pol, bias=bias), energies)
    return G0 * 1e18 * bias * np.sum(WEIGHTS[::-1] * channel)


def thermal_modes(system):
    kt = const.k * TEMP / const.e
    z, w = np.polynomial.legendre.leggauss(96)
    energies, w = 0.35 + 0.75 * z, 0.75 * w
    window = 1 / (4 * kt * np.cosh(energies / (2 * kt))**2)
    return np.sum(w * window * modes(system, energies))


def minimised_polarisation(d):
    """Minimise Landau plus field energy over polarisation and charge."""
    s = series_length(d)

    def energy(v):
        p, charge = v
        landau = T_FE * (p**4 / 4 - p**2 / 2) / (2 * CHI)
        return (landau + charge**2 * s / 2
                + (charge - p)**2 * T_FE / (2 * EPS_B))

    answer = minimize(energy, [0.8, 0.8], method="Nelder-Mead",
                      options=dict(xatol=1e-9, fatol=1e-15, maxiter=3000,
                                   maxfev=6000))
    return P_FREE * abs(answer.x[0])


def switching_voltage(d):
    """Largest bias at which the opposed uniform state still exists."""
    s = series_length(d)
    p = np.linspace(0, P_FREE, 20001)
    internal = p * (p**2 / P_FREE**2 - 1) / (2 * CHI) * TO_FIELD
    return np.max(-internal * (T_FE + EPS_B * s) - p * TO_FIELD * s)


P = retained_polarisation(D_DI)
P_SYM = retained_polarisation(0.0)
u_m, u_d = energy_steps(P, D_DI)

# Retained polarisation against direct energy minimisation
for d_test in (0.0, D_DI, 1.2):
    assert abs(minimised_polarisation(d_test)
               - retained_polarisation(d_test)) < 1e-3 * P_FREE

# Closed-form potential against finite-difference screened Poisson equation
away = junction(P, D_DI)
x, h = away[5], away[2]
length = D_DI + T_FE
metal = (x < 0) | (x > length)
ferro = (x > D_DI) & (x < length)
eps = np.where(metal, EPS_M, np.where(ferro, EPS_B, EPS_D))
screen = metal * EPS_M / LAM**2
pol_field = ferro * P * TO_FIELD
diagonal = (eps[:-1] + eps[1:]) / h**2 + (screen[:-1] + screen[1:]) / 2
matrix = (np.diag(diagonal) - np.diag(eps[1:-1] / h**2, 1)
          - np.diag(eps[1:-1] / h**2, -1))
phi_nodes = np.linalg.solve(matrix, -np.diff(pol_field) / h)
phi_nodes = np.concatenate(([0.0], phi_nodes, [0.0]))
poisson_shift = -(phi_nodes[:-1] + phi_nodes[1:]) / 2
shift = away[0] - away[4]
poisson_error = np.max(np.abs(poisson_shift - shift))
assert poisson_error < 0.002   # finite grid resolves the screening layer
mean_shift = np.mean(poisson_shift[ferro])
assert abs(mean_shift - u_d / 2) < 0.002

# Scattering routine against the analytic rectangular barrier
k0, kappa = np.sqrt(C * E_F), np.sqrt(C * PHI)
exact = 1 / (1 + (k0**2 + kappa**2)**2 * np.sinh(kappa * length)**2
             / (4 * k0**2 * kappa**2))
flat_t = transmission(junction(0.0, D_DI), 0.0, np.array([0.0]))[0]
assert abs(flat_t / exact - 1) < 1e-7

# Reciprocity for an irregular barrier with unequal leads
rng = np.random.default_rng(4)
irregular = rng.uniform(-0.5, 1.2, 150)
unit = np.ones(150)
forward = transmission((irregular, unit, 0.01, -2.0), 0.0, np.array([1.0]))
backward = transmission((irregular[::-1] - 1, unit, 0.01, -4.0), -1.0,
                        np.array([1.0]))
assert abs(forward[0] / backward[0] - 1) < 1e-8

# Mirror theorem at every transverse momentum, and its finite-bias form
k_test = NODES * k0
t_plus = transmission(junction(P_SYM), 0.0, k_test)
t_minus = transmission(junction(-P_SYM), 0.0, k_test)
assert np.allclose(t_plus, t_minus, rtol=1e-7, atol=0)
symmetric_ratio = ratio(P_SYM)
assert abs(symmetric_ratio - 1) < 1e-8
j_plus, j_minus = current(P_SYM, BIAS), current(-P_SYM, BIAS)
assert abs(j_plus / -current(-P_SYM, -BIAS) - 1) < 1e-7
assert abs(np.log(j_plus / j_minus)) > 1e-4
assert BIAS < switching_voltage(0.0)

# Full effect, grid convergence, and first-order law
full_ratio = ratio(P, D_DI)
full_log = np.log(full_ratio)
fine_ratio = ratio(P, D_DI, step=0.005)
assert abs(np.log(fine_ratio) - full_log) < 0.01
small = 0.1 * P
normal = np.array([0.0])
small_log = np.log(transmission(junction(-small, D_DI), 0.0, normal)[0]
                   / transmission(junction(small, D_DI), 0.0, normal)[0])
small_law = first_order_log(small, D_DI)
assert abs(small_log / small_law - 1) < 0.05   # barrier-edge corrections
law_log = first_order_log(P, D_DI)
assert abs(full_log / law_log - 1) < 0.15      # finite shift, angle average
assert full_ratio > 10

# Mechanism: keep only the mirror-even part of the potential shift
even = (shift + shift[::-1]) / 2
even_low = modes((away[4] - even,) + away[1:4])[0]
even_high = modes((away[4] + even,) + away[1:4])[0]
even_ratio = even_low / even_high
assert abs(np.log(even_ratio) / full_log - 1) < 0.15

# Controls at the same polarisation
split_ratio = ratio(P, D_DI / 2, D_DI / 2)
assert abs(split_ratio - 1) < 1e-8
perfect_ratio = ratio(P, D_DI, lam=1e-6)
assert perfect_ratio > 10
no_drop_ratio = ratio(P, D_DI, eps_d=1e9)
assert np.log(no_drop_ratio) < 0.3 * full_log

# Dielectric thickness with the polarisation recomputed each time
scan_d = (0.2, 0.4, 0.6, 0.8, 1.0)
scan_p = [retained_polarisation(d) for d in scan_d]
scan_r = [ratio(p, d) for p, d in zip(scan_p, scan_d)]
assert scan_r[3] > scan_r[0] and scan_r[4] < scan_r[3]
critical_d = EPS_D * (T_FE / (2 * CHI - EPS_B) - 2 * LAM / EPS_M)
assert minimised_polarisation(critical_d - 0.05) > 0.05 * P_FREE
assert minimised_polarisation(critical_d + 0.05) < 0.01 * P_FREE

# Sizes of neglected effects
toward = junction(-P, D_DI)
g_low = G0 * 1e18 * modes(toward)[0]
g_high = G0 * 1e18 * modes(away)[0]
warm_low = G0 * 1e18 * thermal_modes(toward)
warm_high = G0 * 1e18 * thermal_modes(away)
heavy_ratio = ratio(P, D_DI, mass=2.0)
offset_ratio = ratio(P, D_DI, offset=0.5)
n = np.arange(1, 20001)
image_sum = 0.5 + 0.5 * np.sum(n / (n**2 - 0.25) - 1 / n)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image_lowering = coulomb * image_sum / (EPS_B * length)
fe_field = -depolarising_factor(D_DI) * P * TO_FIELD


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ferroelectric thickness", T_FE, "nm")
show("Dielectric thickness", D_DI, "nm")
show("Ferroelectric background permittivity", EPS_B)
show("Dielectric permittivity", EPS_D)
show("Metal screening length", LAM, "nm")
show("Metal background permittivity", EPS_M)
show("Barrier height", PHI, "eV")
show("Fermi energy", E_F, "eV")
show("Unloaded polarisation", 100 * P_FREE, "uC/cm2")
show("Switching-mode susceptibility", CHI)
show("Retained polarisation, with dielectric", 100 * P, "uC/cm2")
show("Retained polarisation, no dielectric", 100 * P_SYM, "uC/cm2")
show("Screening charge D", 100 * displacement_field(P, D_DI) / TO_FIELD,
     "uC/cm2")
show("Energy step in each metal u_m", u_m, "eV")
show("Energy step in dielectric u_d", u_d, "eV")
show("Mean ferroelectric barrier shift (Poisson)", mean_shift, "eV")
show("Largest Poisson difference", poisson_error, "eV", 2)
show("Symmetric ratio minus one", symmetric_ratio - 1, "", 2)
show("Finite test bias", BIAS, "V")
show("Symmetric current ratio J(+P)/J(-P) at bias", j_plus / j_minus, "", 5)
show("RA, P toward dielectric, 0 K", 1e12 / g_low, "ohm um2")
show("RA, P away from dielectric, 0 K", 1e12 / g_high, "ohm um2")
show("Conductance ratio, 0 K", full_ratio)
show("Log ratio, full scattering", full_log)
show("Log ratio, first-order law", law_log)
show("Small-P log ratio, normal incidence", small_log)
show("Small-P log ratio, first-order law", small_law)
show("Ratio from mirror-even shift alone", even_ratio)
show("Split-dielectric ratio minus one", split_ratio - 1, "", 2)
show("Ratio with perfect metal screening", perfect_ratio)
show("Ratio with no dielectric voltage drop", no_drop_ratio)
for d, p, r in zip(scan_d, scan_p, scan_r):
    print(f"d = {d:.1f} nm: P = {100*p:.2f} uC/cm2, ratio = {r:.4g}")
show("Dielectric thickness where P vanishes", critical_d, "nm")
show("Temperature of use", TEMP, "K")
show("RA, P toward dielectric, warm", 1e12 / warm_low, "ohm um2")
show("RA, P away from dielectric, warm", 1e12 / warm_high, "ohm um2")
show("Conductance ratio, warm", warm_low / warm_high)
show("Ratio with barrier mass 2 m_e", heavy_ratio)
show("Ratio with dielectric barrier 0.5 eV higher", offset_ratio)
show("Image lowering at mid-barrier", image_lowering, "eV", 2)
show("Ferroelectric field", 10 * fe_field, "MV/cm", 3)
show("Dielectric field", 10 * u_d / D_DI, "MV/cm", 3)
show("Ideal switching voltage, with dielectric",
     switching_voltage(D_DI), "V", 3)
show("Ideal switching voltage, no dielectric",
     switching_voltage(0.0), "V", 3)
print("PASS")
```

Printed output:

```
Ferroelectric thickness: 2.4 nm
Dielectric thickness: 0.4 nm
Ferroelectric background permittivity: 10
Dielectric permittivity: 30
Metal screening length: 0.06 nm
Metal background permittivity: 10
Barrier height: 0.6 eV
Fermi energy: 3 eV
Unloaded polarisation: 23 uC/cm2
Switching-mode susceptibility: 30
Retained polarisation, with dielectric: 15.03 uC/cm2
Retained polarisation, no dielectric: 19.44 uC/cm2
Screening charge D: 13.6 uC/cm2
Energy step in each metal u_m: 0.09214 eV
Energy step in dielectric u_d: 0.2047 eV
Mean ferroelectric barrier shift (Poisson): 0.1024 eV
Largest Poisson difference: 0.0003 eV
Symmetric ratio minus one: -1.2e-14
Finite test bias: 0.1 V
Symmetric current ratio J(+P)/J(-P) at bias: 1.0218
RA, P toward dielectric, 0 K: 2.305e+07 ohm um2
RA, P away from dielectric, 0 K: 1.335e+09 ohm um2
Conductance ratio, 0 K: 57.9
Log ratio, full scattering: 4.059
Log ratio, first-order law: 4.279
Small-P log ratio, normal incidence: 0.4189
Small-P log ratio, first-order law: 0.4279
Ratio from mirror-even shift alone: 56.13
Split-dielectric ratio minus one: -3.1e-15
Ratio with perfect metal screening: 42.24
Ratio with no dielectric voltage drop: 1.619
d = 0.2 nm: P = 17.32 uC/cm2, ratio = 8.995
d = 0.4 nm: P = 15.03 uC/cm2, ratio = 57.9
d = 0.6 nm: P = 12.47 uC/cm2, ratio = 201.6
d = 0.8 nm: P = 9.41 uC/cm2, ratio = 255.4
d = 1.0 nm: P = 4.97 uC/cm2, ratio = 42.88
Dielectric thickness where P vanishes: 1.08 nm
Temperature of use: 300 K
RA, P toward dielectric, warm: 1.344e+07 ohm um2
RA, P away from dielectric, warm: 9.944e+08 ohm um2
Conductance ratio, warm: 73.96
Ratio with barrier mass 2 m_e: 352.3
Ratio with dielectric barrier 0.5 eV higher: 48.05
Image lowering at mid-barrier: 0.036 eV
Ferroelectric field: -1.62 MV/cm
Dielectric field: 5.12 MV/cm
Ideal switching voltage, with dielectric: 0.123 V
Ideal switching voltage, no dielectric: 0.254 V
PASS
```
